# Precursor Pulse Through a Manifold and a Deposition Chamber in Series

In atomic layer deposition a short dose of precursor vapour is put into a stream of inert carrier gas. The dose first enters a small manifold, then passes to the chamber that holds the wafer, and leaves through the pump. The problem is to find when the chamber holds most precursor, how strong that maximum is, and how long the purge takes afterwards.

Let $n_1(t)$ and $n_2(t)$ be the amounts of precursor, in moles, in the manifold and the chamber. Volumes, total pressures and temperatures are $V_i$, $p_i$ and $T_i$, with $i=1$ for the manifold and $i=2$ for the chamber. The steady molar flow of carrier is $F$. Until part (e), the whole dose $N_0$ enters the manifold at $t=0$, in a time much shorter than the gas stays in either volume. Both volumes are free of precursor before that. No gas returns from the chamber to the manifold, and until part (f) the walls take up nothing.

The example is trimethylaluminium in nitrogen, as used to grow alumina, in a small showerhead reactor. Its inputs are rough typical values:

- carrier flow 100 sccm (standard cubic centimetres per minute, at 1 atm and 273.15 K), or $F=74.36$ µmol/s;
- manifold of 100 cm³ at 3 Torr and 393 K;
- chamber 25 cm wide with a 2 cm gap, hence 981.7 cm³, at 1 Torr and 473 K;
- dose $N_0=2$ µmol, counted as single molecules, not dimers.

## (a) Find the rate at which each volume empties. When may a flat chamber be treated as well mixed?

**Solution.** An ideal gas in volume $i$ amounts to

$$M_i=\frac{p_iV_i}{RT_i}$$

moles in total. If the volume is well mixed, the gas that leaves has the same precursor mole fraction, $n_i/M_i$, as the gas inside. While the dose is a small addition to the carrier, the total outflow is $F$. The precursor outflow is therefore

$$F\,\frac{n_i}{M_i}=k_in_i,\qquad k_i=\frac{F}{M_i}=\frac{FRT_i}{p_iV_i}.$$

This is a first-order law, and $1/k_i$ is the mean residence time in volume $i$. For the example, $M_1=12.24$ µmol and $M_2=33.28$ µmol, so

$$k_1=\frac{74.36}{12.24}\ \mathrm{s^{-1}}=6.075\ \mathrm{s^{-1}},\qquad k_2=\frac{74.36}{33.28}\ \mathrm{s^{-1}}=2.234\ \mathrm{s^{-1}}.$$

A chamber need not be stirred to obey this law. Let gas enter a disc-shaped gap of height $H$ uniformly from above, with volume flux $w$ per unit area, and leave at the rim. All gas fed inside radius $r$ must cross the cylinder of that radius, so $2\pi rHu=\pi r^2w$. The radial velocity averaged over the gap is thus $u=wr/(2H)=k_2r/2$, because $w/H$ is the volume flow divided by the chamber volume, which is $k_2$. If diffusion keeps the concentration $c$ even across the gap, and radial diffusion is neglected, the precursor balance is

$$\frac{\partial c}{\partial t}+\frac1r\frac{\partial}{\partial r}\left(\frac{k_2r^2}{2}c\right)=k_2c_{\rm in},$$

where $c_{\rm in}$ is the feed concentration at chamber pressure and temperature. Carrying out the derivative gives

$$\frac{\partial c}{\partial t}+k_2c+\frac{k_2r}{2}\frac{\partial c}{\partial r}=k_2c_{\rm in}.$$

A concentration that starts uniform in $r$ stays uniform, since no other term depends on $r$. Then $dc/dt=k_2(c_{\rm in}-c)$, the law of a mixed vessel. The argument needs uniform feed over the area. Feed at the centre is taken up in part (g).

## (b) Set up the balances and find the content of the chamber for $k_1\neq k_2$.

**Solution.** The manifold only loses precursor after $t=0$, and what it loses enters the chamber:

$$\frac{dn_1}{dt}=-k_1n_1,\qquad \frac{dn_2}{dt}=k_1n_1-k_2n_2,$$

with $n_1(0)=N_0$ and $n_2(0)=0$. The first equation gives $n_1=N_0e^{-k_1t}$. Insert this in the second and multiply by $e^{k_2t}$, which turns the terms in $n_2$ into one derivative:

$$\frac{d}{dt}\left(n_2e^{k_2t}\right)=N_0k_1e^{-(k_1-k_2)t}.$$

Integration from 0 to $t$ yields

$$n_2e^{k_2t}=\frac{N_0k_1}{k_1-k_2}\left[1-e^{-(k_1-k_2)t}\right],$$

and hence

$$n_2(t)=\frac{N_0k_1}{k_1-k_2}\left(e^{-k_2t}-e^{-k_1t}\right).$$

The content is positive for either order of the rates, because the bracket and the denominator change sign together. At early times $n_2\approx N_0k_1t$: the chamber fills at the initial outflow of the manifold.

If $k_1\gg k_2$, the chamber fills almost at once and then decays as $N_0e^{-k_2t}$. If $k_1\ll k_2$, then after a short start $n_2\approx N_0(k_1/k_2)e^{-k_1t}$: the chamber holds little and follows the slow manifold.

## (c) Show that the pulse has one maximum, and find its time and height. What happens if the rates are equal, or exchanged?

**Solution.** Differentiate and take out a factor $e^{-k_1t}$:

$$\frac{dn_2}{dt}=\frac{N_0k_1e^{-k_1t}}{k_1-k_2}\left[k_1-k_2e^{(k_1-k_2)t}\right].$$

For $k_1>k_2$ the prefactor is positive and the bracket falls steadily from positive to negative. For $k_1<k_2$ the prefactor is negative and the bracket rises from negative to positive. In both cases the slope changes sign once, from plus to minus, so there is a single maximum. It lies where $e^{(k_1-k_2)t}=k_1/k_2$:

$$t^*=\frac{\ln(k_1/k_2)}{k_1-k_2}.$$

For the height, use the balance itself. At the maximum inflow equals outflow, $k_1n_1=k_2n_2$, so

$$\frac{n_2(t^*)}{N_0}=\frac{k_1}{k_2}e^{-k_1t^*}=\left(\frac{k_1}{k_2}\right)^{1-k_1/(k_1-k_2)}=\left(\frac{k_2}{k_1}\right)^{k_2/(k_1-k_2)}.$$

In the example,

$$t^*=\frac{\ln(6.075/2.234)}{6.075-2.234}\ \mathrm{s}=260.4\ \mathrm{ms},\qquad \frac{n_2(t^*)}{N_0}=0.559.$$

A direct matrix-exponential solution of the two balances, with the peak read from the computed curve, also gives 260.4 ms. The peak partial pressure is the precursor mole fraction times $p_2$:

$$\frac{0.559\times2}{33.28}\times1\ \mathrm{Torr}\approx34\ \mathrm{mTorr}.$$

To see how $t^*$ depends on the rates, write $k_1=ge^{x}$ and $k_2=ge^{-x}$, with $g=\sqrt{k_1k_2}$. Then $\ln(k_1/k_2)=2x$ and $k_1-k_2=2g\sinh x$, so

$$t^*=\frac1g\,\frac{x}{\sinh x}.$$

This is even in $x$, so exchanging the rates leaves the peak time unchanged. As $x\to0$ it tends to $1/g$: equal rates $k$ give $t^*=1/k$, and the pulse becomes $N_0kte^{-kt}$. For $x>0$ we have $\tanh x<x<\sinh x$, which gives

$$\frac{2}{k_1+k_2}<t^*<\frac{1}{\sqrt{k_1k_2}}.$$

Here the bounds are 240.7 and 271.4 ms, so either one would serve as a quick estimate.

The outlet flow $k_2n_2$ carries the prefactor $k_1k_2/(k_1-k_2)$ and is also unchanged by the exchange. Within this model, a detector after the chamber cannot tell which volume is the slower one. The chamber content does change: with the two rates exchanged, its peak would be $0.206N_0$ instead of $0.559N_0$.

## (d) Find the mean exit time, the total exposure of the wafer and the purge time.

**Solution.** The fraction of the dose that leaves per unit time is $k_2n_2/N_0$. Since $\int_0^\infty te^{-kt}dt=1/k^2$, the mean exit time is

$$\bar t=\frac{k_1k_2}{k_1-k_2}\left(\frac1{k_2^2}-\frac1{k_1^2}\right)=\frac{k_1+k_2}{k_1k_2}=\frac1{k_1}+\frac1{k_2}.$$

It equals 612 ms, more than twice the peak time, because the pulse has a long tail. The peak time is thus a poor measure of how long precursor remains.

The exposure is the time integral of the partial pressure $p=n_2RT_2/V_2$. Integrate the chamber balance from 0 to infinity. The chamber is empty at both ends and receives $N_0$ in all, so $0=N_0-k_2\int_0^\infty n_2\,dt$. Therefore

$$\int_0^\infty p\,dt=\frac{RT_2}{V_2}\frac{N_0}{k_2}=\frac{N_0p_2}{F}=\frac{2\times1}{74.36}\ \mathrm{Torr\,s}=26.9\ \mathrm{mTorr\,s}.$$

The manifold rate has dropped out. At fixed dose, flow and chamber pressure, a different manifold changes the shape of the pulse but not its area.

For the purge, ask at what time $t_\varepsilon$, counted from the injection, $n_2$ has fallen to a small fraction $\varepsilon$ of its peak. Late in the pulse the exponential with the smaller rate survives, and its amplitude is $N_0k_1/|k_1-k_2|$ for either order of the rates. If the rates are not too close together, the other exponential can be dropped by then. Setting the surviving one equal to $\varepsilon n_2(t^*)$ gives

$$t_\varepsilon=\frac{1}{\min(k_1,k_2)}\ln\frac{k_1N_0}{|k_1-k_2|\,\varepsilon\,n_2(t^*)}.$$

With $\varepsilon=10^{-4}$,

$$t_\varepsilon=\frac{1}{2.234}\ln\frac{6.075}{3.841\times10^{-4}\times0.5588}\ \mathrm{s}=4.59\ \mathrm{s}.$$

The neglected exponential is smaller than the retained one by $e^{-(k_1-k_2)t_\varepsilon}$, about $2\times10^{-8}$. For nearly equal rates this factor is no longer small: the formula then gives too long a time, and it diverges as $k_1\to k_2$. In that case solve $n_2(t)=\varepsilon n_2(t^*)$ numerically with the full pulse.

The slower volume governs the purge. Doubling $k_1$ with $k_2$ held fixed shortens it to 4.38 s. Doubling $k_2$ with $k_1$ held fixed shortens it to 2.55 s. Each target is relative to the pulse's own peak. The ranking holds because the chamber is the slower volume here. If the manifold were much slower, faster pumping of the chamber would gain little.

## (e) The valve is open for a time $w$ and admits the dose at a constant rate. Where is the peak now?

**Solution.** Count time from the opening of the valve. The balances are linear, so the content is a sum of pulses from short injections $N_0\,ds/w$ made at times $s$. While the valve is open, $n_2(t)$ is the integral of the positive single pulse from 0 to $t$, divided by $w$, and it rises. The peak must come at or after closure. For $t>w$,

$$n_2=\frac{N_0k_1}{w(k_1-k_2)}\int_0^w\left[e^{-k_2(t-s)}-e^{-k_1(t-s)}\right]ds$$

$$=\frac{N_0k_1}{w(k_1-k_2)}\left[\frac{e^{k_2w}-1}{k_2}e^{-k_2t}-\frac{e^{k_1w}-1}{k_1}e^{-k_1t}\right].$$

The time derivative cancels the rates in the denominators. It vanishes when $(e^{k_2w}-1)e^{-k_2t}=(e^{k_1w}-1)e^{-k_1t}$, that is, at

$$t_w=\frac{1}{k_1-k_2}\ln\frac{e^{k_1w}-1}{e^{k_2w}-1}.$$

For a short opening, write $e^y-1=2e^{y/2}\sinh(y/2)$, so that

$$\ln\frac{e^y-1}{y}=\frac y2+\frac{y^2}{24}+O(y^4).$$

Use this with $y=k_1w$ and $y=k_2w$ and subtract. The factors $y$ restore $\ln(k_1/k_2)$, and $k_1^2-k_2^2=(k_1-k_2)(k_1+k_2)$, which leaves

$$t_w=t^*+\frac w2+\frac{(k_1+k_2)w^2}{24}+\dots$$

To first order, the pulse behaves as if the whole dose had entered at the middle of the opening. For $w=30$ ms the two corrections are 15 ms and 0.3 ms, and the full formula gives 275.8 ms.

For a long opening, take out the factors $e^{k_iw}$:

$$t_w-w=\frac{1}{k_1-k_2}\ln\frac{1-e^{-k_1w}}{1-e^{-k_2w}}.$$

This is positive and tends to zero as $w$ grows. The chamber then approaches a steady content while the valve is open, and the peak sits just after closure.

## (f) A fresh surface can bind a fraction $\sigma<1$ of the dose. Find the peak when uptake is very fast and irreversible.

**Solution.** Return to the instantaneous dose. As long as free sites remain, very fast uptake removes the precursor as it arrives, and the chamber gas stays nearly empty. The sites are full when the manifold has delivered $\sigma N_0$:

$$N_0\left(1-e^{-k_1t_s}\right)=\sigma N_0\quad\Rightarrow\quad t_s=-\frac{\ln(1-\sigma)}{k_1}.$$

At that moment the manifold holds $(1-\sigma)N_0$ and the chamber gas holds nothing. These are the starting conditions of part (b) with a smaller dose. The peak therefore comes at $t_s+t^*$, and its height is multiplied by $1-\sigma$.

In the example the two faces and the side wall at the rim, taken as solid except for narrow outlets, have an area of 1139 cm². With a rough capacity of 4 molecules per nm², they bind 0.756 µmol, so $\sigma=0.378$. Then

$$t_s=-\frac{\ln0.622}{6.075}\ \mathrm{s}=78\ \mathrm{ms},\qquad t_s+t^*=339\ \mathrm{ms},$$

and the height is $0.622\times0.559\,N_0=0.35N_0$.

Real uptake has a finite rate. Let a molecule that strikes a free site stick with probability $\beta$. The chamber balance then gains the loss term

$$-\frac{\beta\bar vA}{4V_2}(1-\theta)n_2,$$

where $\bar v$ is the mean thermal speed, $A$ the area and $\theta$ the filled fraction of sites. For $\beta=0.01$, a rough choice, numerical integration puts the peak at 343 ms with height $0.338N_0$. The fast limit is thus within about 5 ms and 3% of this model. Compared with the inert-wall result of 260 ms, the fresh surface delays the peak by 32% at this $\beta$. The delay needs the initial wall rate $\beta\bar vA/(4V_2)$, here 108 s⁻¹, to be far above $k_1$. For slower sticking the wall acts more like an extra outlet, which brings the peak forward: the same balance gives 348 ms for $\beta=3\times10^{-3}$, 263 ms for $10^{-3}$ and 209 ms for $3\times10^{-4}$. Both the size and the sign of the shift therefore depend on $\beta$, which is poorly known.

If $\sigma\geq1$, the surface can take the whole dose, and in the fast limit no gas pulse appears. The formula of part (c) applies to an inert tracer, or to a second dose sent over an already saturated surface.

## (g) Estimate the other effects that the model leaves out.

**Solution.** Each effect is added alone to the instantaneous dose with inert walls, whose peak is at 260.4 ms.

**Pressure surge.** The dose is 16% of the gas already in the manifold, so it raises the manifold pressure by that fraction. Suppose a viscous restriction passes a flow proportional to $p_1^2-p_2^2$, and the pump has constant volumetric speed. Just after the dose, the flow is larger by the factor $[(3\times1.163)^2-1]/(3^2-1)=1.40$. It is drawn from 1.163 times as much gas, so the manifold empties at $1.40/1.163=1.20$ times its normal rate. The surge then dies away. Integration gives a peak at 247 ms, which is 5% earlier. The shift depends on the restriction: a choked orifice, with flow proportional to $p_1$, empties the manifold at $k_1$ whatever the surge and leaves the peak at 260 ms.

**Mixing in the manifold.** With a rough diffusivity $D_1$ of 48 cm²/s, and with $L$ the cube root of the volume, the ratio of mixing time to residence time is $k_1L^2/D_1=2.7$. Diffusion alone does not mix this manifold well. A straight channel of length $L$, dosed at its inlet end and without stirring by the inlet jet, still gives a peak at 265 ms. So the peak time is insensitive to this fault for a compact manifold, but the rest of the pulse is not: the height rises from $0.559N_0$ to about $0.63N_0$. A 20 cm long channel of the same volume moves the peak to about 229 ms.

**Mixing in the chamber.** Across the gap, a rough diffusivity $D_2$ of 199 cm²/s gives $k_2H^2/D_2=0.045$, which is small. With a viscous flow profile the total content still peaks at 260 ms, and the concentration at the wafer peaks about 3 ms later. The way the gas is fed can matter more. If all gas enters at the centre and moves outward without mixing, the rim sees the manifold outflow delayed by a full residence time, $1/k_2=448$ ms. Since the manifold outflow is largest at $t=0$, the rim peak is then at 448 ms. A calculation with 40 mixed rings, which smear the front, puts it at 521 ms; this figure depends on the number of rings (502 ms with 160, 468 ms with 2560) and tends slowly to 448 ms. With showerhead feed the same rings give 260 ms. These centre-feed figures overstate the delay, because radial diffusion is left out. For the chamber radius of 12.5 cm, $k_2(12.5\ \mathrm{cm})^2/D_2\approx1.8$, and the slowest radial diffusion mode decays at $3.83^2D_2/(12.5\ \mathrm{cm})^2\approx19\ \mathrm{s^{-1}}$, about eight times $k_2$. With radial diffusion included, a point feed at the centre gives a rim peak near 325 ms.

**Connecting line.** A line of 5 cm³ and 20 cm length, at manifold pressure and temperature, carries $k_1V_1\approx607$ cm³/s. In plug flow, and with the pressure drop along the line neglected, it adds a pure delay of $5/607$ s, or 8 ms. The neglected drop is not small: in a round line of this size viscous flow takes the pressure from 3 to about 2 Torr, which shortens the delay to about 7 ms. Precursor diffusing back over a length $\ell$ against a gas velocity $u$, uniform across the line, is reduced by $e^{-u\ell/D_1}$. Here the exponent is about 1000. The slower gas near the wall of a real line roughly halves it, which still leaves the assumption of no return flow safe.

**What the example supports.** The 100 cm³ manifold is large beside a plain dosing line, for which a dead time may describe the gas better than a mixed volume. Of the effects sized here for a showerhead reactor, uptake by the fresh surface moves the peak most if sticking is fast, from 260 to about 343 ms at $\beta=0.01$; near $\beta=10^{-3}$ the shift vanishes, and for slower sticking the peak comes earlier. With centre feed the argument of part (a) for the mixed-chamber law no longer holds, and the size of the error then depends on radial diffusion, which here brings the rim peak to about 325 ms. Slow desorption from walls has not been sized. It adds precursor late in the cycle and can make a real purge longer than the 4.6 s found here. The inputs are rough and the effects add up, so the example supports no more than a peak time of a few tenths of a second. The numerical output below lists the values to more digits for comparison between cases.

## Numbers as computed

```
carrier flow: 100 sccm
carrier flow, molar: 74.36 umol/s
manifold volume: 100 cm3
manifold pressure: 3 Torr
manifold temperature: 393 K
chamber diameter: 25 cm
chamber gap: 2 cm
chamber volume: 981.7 cm3
chamber pressure: 1 Torr
chamber temperature: 473 K
dose N0: 2 umol
gas held in manifold M1: 12.24 umol
gas held in chamber M2: 33.28 umol
rate k1: 6.075 1/s
rate k2: 2.234 1/s
peak time from formula: 260.4 ms
peak time from matrix exponential: 260.4 ms
lower bound 2/(k1+k2): 240.7 ms
upper bound 1/sqrt(k1 k2): 271.4 ms
mean exit time: 612.2 ms
peak chamber content / N0: 0.5588
same with k1 and k2 exchanged: 0.2055
peak precursor partial pressure: 33.58 mTorr
exposure: 26.9 mTorr s
purge target, fraction of peak: 0.0001
time from injection to purge target: 4.588 s
same with k1 doubled: 4.384 s
same with k2 doubled: 2.546 s
valve opening: 30 ms
peak time with finite valve opening: 275.8 ms
reactive surface area: 1139 cm2
surface capacity per area: 4 1/nm2
surface capacity: 0.7564 umol
fraction of dose taken, sigma: 0.3782
saturation delay, fast uptake: 78.22 ms
peak time, fast-uptake formula: 338.7 ms
sticking probability: 0.01
peak time, fresh surface, integrated: 343.3 ms
peak content / N0, fresh surface: 0.3379
dose / gas held in manifold: 0.1634
peak time with pressure surge: 246.9 ms
diffusivity in manifold: 47.9 cm2/s
diffusivity in chamber: 199 cm2/s
manifold mixing number k1 L^2/D: 2.73
peak time, manifold mixed by diffusion only: 265 ms
gap mixing number k2 H^2/D: 0.045
peak time of gap content, finite diffusion: 260.4 ms
peak time at wafer, finite diffusion: 263.7 ms
rim peak time, showerhead feed: 260.4 ms
rim peak time, centre feed (40 rings): 521 ms
connecting line volume: 5 cm3
connecting line length: 20 cm
connecting line dead time: 8.23 ms
connecting line Peclet number: 1.01e+03
```
